# The Valet–Fert diffusion equation for spin accumulation in collinear metallic multilayers

When a current crosses a stack of ferromagnetic and nonmagnetic metal layers, the electrons leaving a ferromagnet carry a surplus of one spin. A nonmagnetic layer, left to itself, conducts both spins equally. Near the interface the two requirements conflict, one spin species piles up and the other is depleted, and the imbalance extends until spin-flip scattering has removed it. The distance over which this happens decides whether one magnetic layer can sense the orientation of the next, and so whether the resistance of the stack depends on that orientation.

Let the current flow along $z$ and let all magnetizations lie along one fixed axis, so that each electron is either $\uparrow$ or $\downarrow$ with respect to it. Atomic units are used in the algebra, and the electron has charge $-1$. For spin $s$, $N_s$ is the density of states at the Fermi level, $D_s$ the diffusion constant, $\sigma_s$ the conductivity and $J_s$ the charge current density. The electrochemical potential is $\mu_s=\mu_s^{c}-\phi$, where $\mu_s^{c}$ is the chemical part and $\phi$ the electrostatic potential. A prime denotes $d/dz$.

Within a homogeneous layer, a density change is $\delta n_s=N_s\,\delta\mu_s^{c}$, so diffusion gives the particle flux $-D_sN_s\mu_s^{c\prime}$. The electric force on an electron is $+\phi'$ and drives the particle flux $\sigma_s\phi'$. The total is

$$
j_s=-D_sN_s\,\mu_s^{c\prime}+\sigma_s\phi' .
$$

In equilibrium $\mu_s$ is uniform, hence $\mu_s^{c\prime}=\phi'$, and the flux must vanish. This requires $\sigma_s=N_sD_s$, and then $j_s=-\sigma_s\mu_s'$. The charge current is $J_s=-j_s$, which gives the spin-resolved Ohm's law

$$
J_s=\sigma_s\mu_s' .
$$

The two channels are coupled by spin flips. Suppose that these are elastic, with a rate coefficient $W$ and densities of states that are constant over the energies concerned. With Fermi functions $f_s=f(\varepsilon-\mu_s)$, the net number of $\uparrow\to\downarrow$ flips per volume and time is

$$
\Gamma=WN_\uparrow N_\downarrow\int d\varepsilon\,
\big[f_\uparrow(1-f_\downarrow)-f_\downarrow(1-f_\uparrow)\big].
$$

The products $f_\uparrow f_\downarrow$ cancel, leaving $\int(f_\uparrow-f_\downarrow)\,d\varepsilon$. This integral vanishes for $\mu_\uparrow=\mu_\downarrow$, and its derivative with respect to $\mu_\uparrow$ is $\int(-\partial f/\partial\varepsilon)\,d\varepsilon=1$. It therefore equals $\mu_\uparrow-\mu_\downarrow$. An $\uparrow$ electron flips at the rate $1/\tau_{\uparrow\downarrow}=WN_\downarrow$ and a $\downarrow$ electron at $1/\tau_{\downarrow\uparrow}=WN_\uparrow$, apart from the occupation factors already counted. Hence

$$
\Gamma=G\,\Delta\mu,\qquad \Delta\mu=\mu_\uparrow-\mu_\downarrow,\qquad
G=\frac{N_\uparrow}{\tau_{\uparrow\downarrow}}=\frac{N_\downarrow}{\tau_{\downarrow\uparrow}} .
$$

The equality of the two forms of $G$ is detailed balance: it ensures that flips do nothing when the potentials agree, even if the densities of states differ. Under these assumptions the law does not need $\Delta\mu\ll kT$; numerical integration at $\Delta\mu=3kT$ returns $3kT$. Inelastic flips, such as those involving magnons, need a separate linearization in $\Delta\mu/kT$.

In steady state, the divergence of the $\uparrow$ particle flux equals minus the loss, $j_\uparrow'=-G\Delta\mu$, while $j_\downarrow'=+G\Delta\mu$. Since $J_s=-j_s$,

$$
J_\uparrow'=G\Delta\mu,\qquad J_\downarrow'=-G\Delta\mu .
$$

Their sum shows that $J=J_\uparrow+J_\downarrow$ is uniform. Inserting Ohm's law gives

$$
(\sigma_\uparrow\mu_\uparrow')'=G\Delta\mu,\qquad
(\sigma_\downarrow\mu_\downarrow')'=-G\Delta\mu .
$$

In a homogeneous layer the conductivities can be taken outside the derivatives. Dividing by them and subtracting,

$$
\Delta\mu''=G\left(\frac1{\sigma_\uparrow}+\frac1{\sigma_\downarrow}\right)\Delta\mu .
$$

Now $G/\sigma_\uparrow=(N_\uparrow/\tau_{\uparrow\downarrow})/(N_\uparrow D_\uparrow)=1/(D_\uparrow\tau_{\uparrow\downarrow})$, and likewise for the other spin. The result is the Valet–Fert diffusion equation,

$$
\boxed{\Delta\mu''=\frac{\Delta\mu}{l^2},\qquad
\frac1{l^2}=\frac1{D_\uparrow\tau_{\uparrow\downarrow}}+\frac1{D_\downarrow\tau_{\downarrow\uparrow}}}
$$

Adding the two equations before dividing by the conductivities gives the companion equation

$$
(\sigma_\uparrow\mu_\uparrow+\sigma_\downarrow\mu_\downarrow)''=0 .
$$

The conductivity-weighted potential is thus linear in $z$, while the accumulation is a sum of $e^{z/l}$ and $e^{-z/l}$. The spin diffusion length $l$ is shorter than either $\sqrt{D_\uparrow\tau_{\uparrow\downarrow}}$ or $\sqrt{D_\downarrow\tau_{\downarrow\uparrow}}$, because relaxation of either species reduces the difference. In a nonmagnetic metal, with equal $D$ and flip time $\tau$, $l^2=D\tau/2$. The factor of two arises because one flip changes the difference in spin populations by two.

Charge neutrality was not needed for these equations, but it gives $\Delta\mu$ its meaning as an accumulation. With potentials measured from equilibrium, $\delta n_s=N_s(\mu_s+\phi)$. Setting $\delta n_\uparrow+\delta n_\downarrow=0$ fixes $\phi=-(N_\uparrow\mu_\uparrow+N_\downarrow\mu_\downarrow)/(N_\uparrow+N_\downarrow)$, and substitution yields

$$
\delta n_\uparrow=-\delta n_\downarrow=\frac{N_\uparrow N_\downarrow}{N_\uparrow+N_\downarrow}\,\Delta\mu .
$$

Ohm's law is local, which is where weak spin flipping enters. Consider the Boltzmann equation with isotropic scattering. Let $x$ be the cosine of the angle between velocity and $z$, $g_s(x,z)$ the shift of the local potential for that direction, $v_s$ the speed, $\tau_s$ the total relaxation time and $\tau_s^f$ the flip time. With $\bar s$ the opposite spin and $\langle g\rangle=\frac12\int_{-1}^{1}g\,dx$,

$$
v_sx\,\frac{\partial g_s}{\partial z}=-\frac{g_s}{\tau_s}
+\left(\frac1{\tau_s}-\frac1{\tau_s^f}\right)\langle g_s\rangle
+\frac{\langle g_{\bar s}\rangle}{\tau_s^f}.
$$

Try a mode proportional to $e^{-\kappa z}$. Define $\lambda_s=v_s\tau_s$, $p_s=\tau_s/\tau_s^f$ and $m_s=\langle g_s\rangle$. Multiplying by $\tau_s$ and solving for $g_s$,

$$
g_s=\frac{m_s-p_s(m_s-m_{\bar s})}{1-\kappa\lambda_sx}.
$$

For $\kappa\lambda_s<1$, the angular average of $1/(1-ax)$ is $\operatorname{artanh}(a)/a$. Averaging both sides, and writing $a_s=\kappa\lambda_s$ and $u_s=1-a_s/\operatorname{artanh}a_s$, gives $u_sm_s=p_s(m_s-m_{\bar s})$. Divide by $u_s$ and subtract the $\downarrow$ equation from the $\uparrow$ one; the common factor $m_\uparrow-m_\downarrow$ cancels:

$$
1=\frac{p_\uparrow}{u_\uparrow}+\frac{p_\downarrow}{u_\downarrow}.
$$

For small $a$, $u=a^2/3+4a^4/45+\dots$, so $1/u=3/a^2-4/5+\dots$. Since $D_s=\lambda_s^2/(3\tau_s)$, the leading terms $3p_s/(\kappa\lambda_s)^2$ equal $1/(\kappa^2D_s\tau_s^f)$ and add up to $1/(\kappa l)^2$. Therefore

$$
1=\frac1{(\kappa l)^2}-\frac45(p_\uparrow+p_\downarrow)+\dots,\qquad
\frac1\kappa=l\left[1+\frac25(p_\uparrow+p_\downarrow)+\dots\right].
$$

The diffusion length is the leading result when an electron changes direction many times between flips and, in addition, both mean free paths are shorter than $l$. The first condition does not imply the second when the mean free paths are very unequal. For $\lambda_\uparrow=10\lambda_\downarrow$ and $p_\uparrow=p_\downarrow=0.01$, $l\approx5.7\lambda_\downarrow<\lambda_\uparrow$, the right-hand side of the mode equation is still about 3 at $\kappa\lambda_\uparrow=1$, and no root exists.

At an interface the coefficients change, and the constant-coefficient equation must be replaced by matching conditions. Let $\sigma=\sigma_\uparrow+\sigma_\downarrow=1/\rho$, $\sigma_{\uparrow,\downarrow}=\sigma(1\pm\beta)/2$, $\rho^*=\rho/(1-\beta^2)$, and let $K=J_\uparrow-J_\downarrow$ be the spin current. Then $J_{\uparrow,\downarrow}=(J\pm K)/2$, and Ohm's law gives

$$
\Delta\mu'=\rho\left[\frac{J+K}{1+\beta}-\frac{J-K}{1-\beta}\right]=2\rho^*(K-\beta J).
$$

If the interface itself flips no spins, both $J_s$ are continuous. Its resistance times area, $r_{\uparrow,\downarrow}=2r_b(1\mp\gamma)$, makes $\mu_s$ jump by $r_sJ_s$. The jump of the accumulation is

$$
r_\uparrow J_\uparrow-r_\downarrow J_\downarrow
=r_b[(1-\gamma)(J+K)-(1+\gamma)(J-K)]=2r_b(K-\gamma J).
$$

Take a nonmagnetic spacer N of thickness $t$, centred at $z=0$, between two identical ferromagnets F much thicker than their diffusion length $l_F$. Put $R_F=\rho^*l_F$, $R_N=\rho_Nl_N$ and $S=\beta R_F+\gamma r_b$. In the left ferromagnet the accumulation decays away from the interface as $Be^{(z+t/2)/l_F}$, so the current relation gives $B=2R_F(K-\beta J)$, with $K$ taken at the interface. Adding the jump, the value on the spacer side is

$$
\Delta\mu_N=2(R_F+r_b)K-2SJ .
$$

For parallel magnetizations, mirror reflection with reversal of the potentials makes $\Delta\mu$ odd: $\Delta\mu=A\sinh(z/l_N)$ in the spacer. There $K=\Delta\mu'/(2\rho_N)$, so at $z=-t/2$ one has $\Delta\mu_N=-2R_N\tanh(t/2l_N)\,K$. For antiparallel magnetizations the reflection must also exchange the spins. The accumulation is then even, a hyperbolic cosine, and tanh is replaced by coth. Equating the two expressions for $\Delta\mu_N$,

$$
\frac{K_P}{J}=\frac{S}{R_F+r_b+R_N\tanh(t/2l_N)},\qquad
\frac{K_{AP}}{J}=\frac{S}{R_F+r_b+R_N\coth(t/2l_N)} .
$$

The resistance follows from the weighted potential $m=(\sigma_\uparrow\mu_\uparrow+\sigma_\downarrow\mu_\downarrow)/\sigma=\bar\mu+\beta\Delta\mu/2$, where $\bar\mu$ is the plain average. Inside every layer $m'=\rho J$, whatever the magnetic arrangement, so the difference comes from the interfaces. There $\bar\mu$ jumps by $(r_\uparrow J_\uparrow+r_\downarrow J_\downarrow)/2=r_b(J-\gamma K)$. In N, where $\beta=0$, $m=\bar\mu$; on the F side $\beta B/2$ must be subtracted. The jump of $m$ is

$$
r_b(J-\gamma K)-\beta R_F(K-\beta J)=(r_b+\beta^2R_F)J-SK .
$$

By symmetry the second interface contributes equally. The antiparallel resistance–area product minus the parallel one is therefore

$$
\Delta(RA)=2S\,\frac{K_P-K_{AP}}{J}.
$$

For $t\ll l_N$, with $R_N\tanh(t/2l_N)\ll R_F+r_b\ll R_N\coth(t/2l_N)$, it tends to $2S^2/(R_F+r_b)$. For $t\gg l_N$, tanh and coth are $1\mp2e^{-t/l_N}$ to leading order, and expansion of the difference gives

$$
\Delta(RA)\simeq\frac{8S^2R_N}{(R_F+r_b+R_N)^2}\,e^{-t/l_N}.
$$

The signal dies out because spins forget their orientation in the spacer, even though charge still flows through it.

For numbers, take rough values in the regime of cobalt–copper multilayers at 300 K. The ferromagnet has $\rho=150$ nΩ m, $\beta=0.4$, densities of states 15 ($\uparrow$) and 60 ($\downarrow$) per eV nm³, and $\tau_{\uparrow\downarrow}=2.5$ ps. Detailed balance then sets $\tau_{\downarrow\uparrow}=2.5\times60/15=10$ ps. In practical units $D_s=\sigma_s/(e^2N_s)$, which gives 19.4 and 2.08 cm²/s. The two lengths $\sqrt{D\tau}$ are 69.67 and 45.61 nm, so

$$
l_F=\left(\frac1{69.67^2}+\frac1{45.61^2}\right)^{-1/2}\text{nm}=38.2\ \text{nm}\quad(382\ \text{Å}).
$$

The spacer has $\rho_N=20$ nΩ m, 12 states per eV nm³ for each spin and a flip time of 14 ps. Hence $D=130$ cm²/s and $l_N=302$ nm (3017 Å). Its thickness is 5 nm, and the interfaces have $r_b=0.5$ fΩ m² and $\gamma=0.75$.

With $\rho^*=150/0.84=178.6$ nΩ m, the spin resistances are $R_F=6.815$ and $R_N=6.034$ fΩ m². Then $S=0.4\times6.815+0.75\times0.5=3.101$ fΩ m². The interface polarizations $K/J$ are 0.421 (parallel) and 0.0042 (antiparallel), and

$$
\Delta(RA)=2\times3.101\times(0.4210-0.0042)\approx2.585\ \text{fΩ m}^2 .
$$

A resistor network with two spin channels, built from Ohm's law and continuity for the same parameters, gives 2.5851 fΩ m², equal to the formula at the printed precision. Its accumulation decays in the ferromagnet over 38.16 nm, as the diffusion equation requires.

At $10^7$ A/cm² the signal is 0.26 mV. In the antiparallel state, $\Delta\mu$ at the left interface is $-0.61$ meV on the spacer side and $-0.54$ meV on the ferromagnet side. The sign is negative because electrons, moving opposite to $J$, enter the spacer from the right ferromagnet, which conducts $\downarrow$ electrons better. On the spacer side the magnitude is 2.4% of $kT$ and corresponds to $6\times0.00061\approx0.004$ displaced electrons of each spin per nm³. The spacer's screening length, 0.048 nm, is far below its thickness, which supports the use of neutrality there.

The weak-flip condition can be judged with assumed speeds of 0.8 ($\uparrow$) and 0.2 ($\downarrow$) nm/fs in the ferromagnet. The mean free paths are 7.3 and 3.1 nm. Solving the Boltzmann equation with 16 directions lengthens $l_F$ by 0.209%, against 0.208% from the expansion. If flips are made 50 times faster at fixed $D_s$, the diffusion formula gives $38.16/\sqrt{50}=5.4$ nm, less than the $\uparrow$ mean free path. The slowest numerical mode is then 32.6% longer than the formula, well beyond the 10% obtained by extending the expansion. The reason lies in the mode equation. At $\kappa\lambda_\uparrow=1$ its right-hand side is about 1.4, and it is larger for smaller $\kappa$, so it has no root with $\kappa\lambda_\uparrow<1$. A separate diffusive exponential no longer exists, and the 32.6% measures the discretized ballistic modes rather than a corrected diffusion length.

Real spin valves depart from this model in several ways. Their ferromagnetic layers are often only a few nanometres thick. If such a layer of thickness $d$ ends at a contact that holds $\Delta\mu=0$, the decaying exponential becomes a hyperbolic sine, and $R_F$ is replaced by $R_F\tanh(d/l_F)$ throughout the signal formula. For $d=5$ nm this is 0.89 fΩ m², so $S=0.73$ fΩ m² and $\Delta(RA)$ falls to about 0.74 fΩ m². This extends the diffusive formula beyond its strict range, since 5 nm is less than the $\uparrow$ mean free path of 7.3 nm, so it shows the trend rather than a reliable value. A copper lead, with its long diffusion length, does not hold $\Delta\mu=0$. It adds a second interface and its own spin resistance $R_N$, and the signal is then lower still, about 0.3 fΩ m². The 2.59 fΩ m² of the thick-layer model should therefore not be read as a prediction for a device with such thin layers.

The remaining estimates keep the thick layers and change one assumption at a time. With the trial values chosen here, and the bulk flip conductance $G$ held fixed, the largest shift comes from spin flips at the interfaces. Represent each interface by a thin slab whose thickness is $\delta$ times its own diffusion length, with $r_b$ and $\gamma$ fixed. For the rough trial value $\delta=0.25$ the network's signal drops by 43%. For small $\delta$, integrating $K'=2G\Delta\mu$ over the slab gives a loss of spin current $(\delta^2/2r_b)\Delta\mu$, whereas the ferromagnet absorbs $\Delta\mu/(2R_F)$. The ratio of these is $\delta^2R_F/r_b=0.85$, so at this trial value the interface leak is comparable to the absorption by the ferromagnet itself. For weaker flipping it falls as $\delta^2$.

At room temperature, magnons also transfer momentum between the channels. With a mixing resistivity $\eta$ and $\rho_s=1/\sigma_s$, Ohm's law becomes $\mu_s'=\rho_sJ_s+\eta(J_s-J_{\bar s})$. Subtracting the two channels and differentiating gives $1/l^2=G(\rho_\uparrow+\rho_\downarrow+4\eta)$. An assumed $\eta=20$ nΩ m, at fixed $\rho_s$ and fixed $G$, shortens $l_F$ to 36.2 nm and lowers the signal by 13%. Holding $G$ fixed isolates the momentum transfer, but flips that carry momentum between the channels also relax $\Delta\mu$ unless the magnons store the spin they receive. Direction-preserving flips with conductance $G_m$ give $\eta=3G_m/(N_\uparrow v_\uparrow N_\downarrow v_\downarrow)$, so this $\eta$ requires $G_m\approx26\,G$. Adding it to $G$ would bring $l_F$ down to about 7 nm and lower the signal by about 70%. The 13% therefore describes momentum exchange alone.

The spacer is also thinner than its mean free path of 26 nm, found with a speed of 1.5 nm/fs, so electrons cross it almost ballistically. The relevant scale is the Sharvin resistance–area product, $4/[(N_\uparrow+N_\downarrow)v]$ in atomic units, here 0.69 fΩ m². Adding half of it to each interface, without changing $\gamma r_b$, lowers the signal by 4.5%. Removing it instead raises the formula's value by 5%, but $r_\uparrow$ would then be $0.25-0.69<0$ fΩ m², which is unphysical, so that figure only shows the sensitivity of the formula. This is an estimate of scale, not a ballistic solution. Heating and current-induced switching of the magnetizations are left out as well, and at $10^7$ A/cm² neither can be dismissed without a separate calculation. The numerical output lists the parameters and the main results; the remaining numbers, such as those for the thin ferromagnet, follow from the formulas given.

## Calculated quantities

```
Temperature: 300 K
F resistivity: 150 nOhm m
F conductivity polarization beta: 0.4
N resistivity: 20 nOhm m
F density of states, up: 15 1/(eV nm^3)
F density of states, down: 60 1/(eV nm^3)
N density of states, each spin: 12 1/(eV nm^3)
F flip time, up to down: 2.5 ps
F flip time, down to up: 10 ps
N flip time, each spin: 14 ps
F diffusion constant, up: 19.42 cm^2/s
F diffusion constant, down: 2.081 cm^2/s
N diffusion constant: 130 cm^2/s
F length sqrt(D tau), up: 69.67 nm
F length sqrt(D tau), down: 45.61 nm
F spin diffusion length: 38.16 nm
F spin diffusion length: 381.6 angstrom
F length from resistor ladder: 38.16 nm
N spin diffusion length: 301.7 nm
N spin diffusion length: 3017 angstrom
Spacer thickness: 5 nm
Interface r_b: 0.5 fOhm m^2
Interface asymmetry gamma: 0.75
F rho_star: 178.6 nOhm m
R_F = rho_star l_F: 6.815 fOhm m^2
R_N = rho_N l_N: 6.034 fOhm m^2
Interface current polarization, parallel: 0.421
Interface current polarization, antiparallel: 0.004216
Resistance-area change, formula: 2.5851 fOhm m^2
Resistance-area change, ladder: 2.5851 fOhm m^2
Current density: 1e+07 A/cm^2
Antiparallel dmu, N side of left interface: -0.614 meV
Antiparallel dmu, F side of left interface: -0.5394 meV
Voltage change at this current: 0.2585 mV
Thermal energy kT: 25.85 meV
|dmu|/kT on N side: 0.02375
Flip integral for dmu = 3 kT: 3 kT
F speed, up: 0.8 nm/fs
F speed, down: 0.2 nm/fs
N speed: 1.5 nm/fs
F mean free path, up: 7.282 nm
F mean free path, down: 3.121 nm
N mean free path: 26.01 nm
Boltzmann correction to F length: 0.209 %
Expansion (2/5)(p_up+p_dn) for F: 0.208 %
Boltzmann correction to N length: 0.0992 %
Same for F with flips 50 times faster: 32.6 %
N Sharvin resistance-area: 0.694 fOhm m^2
Change if half Sharvin added per interface: -4.5 %
Change if half Sharvin removed: 5 %
Assumed magnon mixing resistivity: 20 nOhm m
F diffusion length with mixing: 36.19 nm
Signal change from mixing: -13 %
Trial interface flip parameter: 0.25
Signal change from interface flips: -43 %
N screening length: 0.048 nm
```
